# Moving-window recovery of a time-dependent parabolic oxidation constant

## Definitions and conventions

Let $m$ be the mass gain per unit area of an oxidizing surface and $t$ the time. Growth is limited by diffusion through the scale, with rate constant $k_p$, in series with an interface resistance $r$:

$$\frac{dt}{dm}=r+\frac{2m}{k_p}. \tag{1}$$

With this factor 2, constant $k_p$ and $r=0$ give $m^2=k_pt$ for a scale that starts from nothing. Here $k_p$ belongs to the whole scale and may change with time, for instance when one oxide phase replaces another.

The balance reads $y=m+m_b+\varepsilon$ at exactly known times separated by $\Delta t$. The offset $m_b$ is constant, and the errors $\varepsilon$ are independent, with mean zero and standard deviation $\sigma$. In a window of mass width $w$ centred on the reading $m_c$, least squares fits

$$t=a+bu+cu^2,\qquad u=y-m_c. \tag{2}$$

The constants are quoted in $\mathrm U=10^{-3}\ \mathrm{mg^2\,cm^{-4}\,h^{-1}}$.

## What the quadratic coefficient measures

**Constant $k_p$.** Suppose that $k_p$ is constant from a moment $(t_1,m_1)$ onwards. Integrating (1) from there gives

$$t=t_1+r(m-m_1)+\frac{m^2-m_1^2}{k_p}.$$

The earlier history enters through $t_1$ and $m_1$ alone, hence only through the constant term. For noise-free readings, $m=y-m_b$ and

$$t=\text{const}+\left(r-\frac{2m_b}{k_p}\right)y+\frac{y^2}{k_p}.$$

So $1/c=k_p$, whatever the transient, the time zero, the offset or $r$. Setting $dt/dy=0$ gives the vertex of the parabola,

$$m_v=m_b-\tfrac12 rk_p. \tag{3}$$

Late data give this combination, and cannot separate $r$ from $m_b$.

**Variable $k_p$.** In a narrow window $c$ is half the second derivative of $t(m)$. Differentiating (1),

$$c=\frac12\frac{d}{dm}\left(r+\frac{2m}{k_p}\right)=\frac1{k_p}-\frac{m}{k_p^2}\frac{dk_p}{dm},$$

so that

$$\frac1c=\frac{k_p}{1-d\ln k_p/d\ln m}. \tag{4}$$

The inverse coefficient is therefore not $k_p(t)$ while $k_p$ is changing. For $r=0$ the chain rule, with $dt/dm=2m/k_p$ and $\dot k_p=dk_p/dt$, gives

$$\frac{d\ln k_p}{d\ln m}=\frac{m}{k_p}\,\dot k_p\,\frac{dt}{dm}=\frac{2m^2\dot k_p}{k_p^2}. \tag{5}$$

Suppose $k_p$ exceeds its final value by a small amount $\delta k$ that decays with time constant $\tau$. Then $\dot k_p=-\delta k/\tau$, and the logarithmic derivative is $-(2m^2/k_p\tau)(\delta k/k_p)$. The relative excess is multiplied by $2m^2/k_p\tau$, which is large once the scale is much older than $\tau$. The transient thus disturbs $1/c$ long after $k_p$ itself has nearly settled.

**A different scale.** If each deposited layer $dm'$ keeps its own constant $k(m')$, the layer resistances add:

$$\frac{dt}{dm}=r+\int_0^m\frac{2\,dm'}{k(m')}\quad\Rightarrow\quad \frac1c=k(m).$$

Now $1/c$ is the constant of the newest layer. For $r=0$ the tangent value $2m/(dt/dm)$ is $m/\int_0^m dm'/k(m')$, the harmonic mean over the scale. A numerical case with $k=3.6\,(1+2e^{-m/0.2})$ U, $m$ in mg/cm², has a newest-layer constant of 5.207 U at $m=0.3$. The fit returned $1/c=5.207$ U, and the tangent gave 7.010 U. A mass record alone does not say which description applies: the same convex curve $t(m)$ can be read either way. That choice needs other evidence, such as the structure of the scale. What follows uses the whole-scale law (1).

## Recovering $k_p$ from the tangent

At the window centre $b$ estimates $dt/dm$. If $r$ is negligible, $b=2m/k_p$ with $m=m_c-m_b$, and (3) gives $m_b=m_v$. Hence

$$k_p=\frac{2(m_c-m_v)}{b}. \tag{6}$$

This needs a final steady stage from which to find $m_v$. If $r$ is not negligible and the final constant is $k_f$, inserting $m_v=m_b-rk_f/2$ and $b=r+2m/k_p$ turns the right side of (6) into

$$\frac{r\,k_f+(2m/k_p)\,k_p}{r+2m/k_p}.$$

This is a mean of $k_f$ and $k_p$, weighted by the interface and diffusion resistances. It is right in the steady stage, but understates the transient's departure from $k_f$.

The procedure is as follows.

1. Fit (2) to all data after a starting time $t_s$. Raise $t_s$ until $1/c$ settles within its error. If it keeps moving in one direction, no steady stage has been found and (6) should not be used. Keep $k_f=1/c$ and $m_v=m_c-b/2c$.
2. Smooth the readings by a running mean of 11 points, then take the running maximum so that the curve never falls. Its crossings of $m_c\pm w/2$ fix the time indices of a window.
3. Fit the raw readings between those indices, with $u$ divided by half its range to keep the equations well conditioned.
4. Record $a$ as the time, (6) as $k_p$, and $1/c$ as a separate quantity.
5. With design matrix $X$ and residuals $\rho_i$, take the covariance as $(X^TX)^{-1}X^T\mathrm{diag}(\rho_i^2)X(X^TX)^{-1}$. This allows for time residuals of unequal size. The error of $1/c$ is that of $c$ divided by $c^2$.

## Error from the finite window

Write $f(u)$ for the noise-free time, with derivatives $f',f'',\dots$ at $u=0$. Equal time steps place readings along the mass axis with density proportional to $dt/dm$. To first order this is

$$p(u)=\frac{1+\delta u}{w},\qquad \delta=\frac{f''}{f'},\qquad |u|\le\frac w2.$$

Define $\mu_2=w^2/12$, $\mu_4=w^4/80$ and $\mu_6=w^6/448$, the even moments of $u$. The odd ones are $\langle u\rangle=\delta\mu_2$, $\langle u^3\rangle=\delta\mu_4$ and $\langle u^5\rangle=\delta\mu_6$. Fitting $\beta_0+\beta_1u+\beta_2u^2$ to a function $q(u)$ requires

$$\begin{aligned}
\beta_0+\delta\mu_2\beta_1+\mu_2\beta_2&=\langle q\rangle,\\
\delta\mu_2\beta_0+\mu_2\beta_1+\delta\mu_4\beta_2&=\langle uq\rangle,\\
\mu_2\beta_0+\delta\mu_4\beta_1+\mu_4\beta_2&=\langle u^2q\rangle.
\end{aligned}\tag{7}$$

For $q=u^3$ the right sides are $\delta\mu_4,\mu_4,\delta\mu_6$. To leading order the second line gives $\beta_1=\mu_4/\mu_2=3w^2/20$. The first then gives $\beta_0+\mu_2\beta_2=0$. Subtracting $\mu_2$ times this from the third leaves

$$(\mu_4-\mu_2^2)\beta_2=\delta\left(\mu_6-\frac{\mu_4^2}{\mu_2}\right).$$

Since $\mu_4-\mu_2^2=w^4/180$ and the last bracket is $w^6/2800$, $\beta_2=9\delta w^2/140$.

For $q=u^4$ the part without $\delta$ suffices:

$$\beta_2=\frac{\mu_6-\mu_2\mu_4}{\mu_4-\mu_2^2}=180\,w^2\left(\frac1{448}-\frac1{960}\right)=\frac{3w^2}{14}.$$

The Taylor series contains $f'''u^3/6+f''''u^4/24$, so the errors are

$$\Delta b=\frac{f'''w^2}{40},\qquad
\Delta c=w^2\left(\frac{f''''}{112}+\frac{3f''f'''}{280f'}\right). \tag{8}$$

In the example below, at 2 h and with $w=0.004$ mg/cm², noise-free fits gave 1.0001 and 1.0002 times these predictions. The expansion requires small $\delta w$ and a window narrow compared with the structure in $t(m)$.

## Error from noise

**Spread.** A mass error $\varepsilon$ leaves a time residual of about $-f'\varepsilon$, with standard deviation $f'\sigma$. The variance of a least-squares coefficient is the residual variance divided by the sum of squares of that part of its regressor which the others cannot represent. For near-uniform density these sums are $n\mu_2$ for $u$ and $n(\mu_4-\mu_2^2)$ for $u^2$. Therefore

$$\frac{s_b}{b}=\frac{\sigma}{w}\sqrt{\frac{12}{n}},\qquad
\frac{s_c}{c}=\frac{\sigma f'}{cw^2}\sqrt{\frac{180}{n}},\qquad n=\frac{f'w}{\Delta t}. \tag{9}$$

Substituting $n$ shows that $s_c\propto w^{-5/2}$ and $s_b\propto w^{-3/2}$. The tangent is much the quieter quantity.

If the window error of $c$ is $Bw^2$ and its noise is $Nw^{-5/2}$, the mean square error is $B^2w^4+N^2w^{-5}$. Setting its derivative to zero gives $w^9=5N^2/4B^2$. In a steady stage $B=0$ and the window should be as wide as that stage, which is why step 1 uses one long fit.

**Bias.** The noise also sits in the regressor. With the true coefficients in (2), the residual is

$$\rho=-(b+2cu)\varepsilon-c\varepsilon^2,$$

where $u$ now denotes the noise-free coordinate. Multiplying by $1$, $u+\varepsilon$ and $(u+\varepsilon)^2$, and averaging to order $\sigma^2$ for symmetric noise, gives

$$-\sigma^2\left(c,\;b+3cu,\;2bu+5cu^2\right).$$

For large $n$ the mean coefficient shift is $-\sigma^2(g_0,g_1,g_2)$, where the $g_i$ solve (7) with right sides $c$, $b+3c\langle u\rangle$ and $2b\langle u\rangle+5c\langle u^2\rangle$.

Equal time steps imply $\delta=f''/f'=2c/b$, so $b=2c/\delta$. The third right side is then $4c\mu_2+5c\mu_2=9c\mu_2$. To leading order the second line gives $g_1=2c/(\delta\mu_2)$. The other two become

$$g_0+\mu_2g_2=-c,\qquad \mu_2g_0+\mu_4g_2=9c\mu_2-\frac{2c\mu_4}{\mu_2}.$$

Subtracting $\mu_2$ times the first from the second,

$$\frac{w^4}{180}g_2=10c\mu_2-\frac{2c\mu_4}{\mu_2}=\frac{8}{15}cw^2,
\qquad \frac{\Delta c}{c}=-\frac{96\sigma^2}{w^2}. \tag{10}$$

For equal mass steps the density is uniform and $\langle u\rangle=0$. The same subtraction then gives $w^4g_2/180=4c\mu_2=cw^2/3$, and the coefficient is 60 instead of 96. The sampling scheme therefore matters even at leading order.

**Trials.** On a steady parabola with $k_p=3.6$ U, at $m=0.55$ mg/cm², take $\sigma=0.0005$ mg/cm², $w=0.05$ mg/cm² and $n=1833$. Since $f'/c=2m$, (9) gives

$$\frac{s_c}{c}=\frac{2(0.55)(0.0005)}{0.05^2}\sqrt{\frac{180}{1833}}=6.9\%.$$

Fits to 1500 noise records gave 6.8%, and only 0.08% for the slope. Doubling $w$ reduced the spread of $c$ to 1.25%, against 1.22% predicted. Pairing each record with its negative isolated the bias: $-0.90\%$ and $-0.239\%$ for the two widths, against $-0.96\%$ and $-0.240\%$ from (10).

## A synthetic run with an initial transient

Let $r=0$ and $k_p(t)=k_f+(k_i-k_f)e^{-t/\tau}$, with $k_i=36$ U, $k_f=3.6$ U and $\tau=2$ h. Equation (1) says $d(m^2)/dt=k_p$, hence

$$m^2=k_ft+(k_i-k_f)\tau(1-e^{-t/\tau}).$$

At 100 h this is $0.36+0.0648=0.4248$ mg² cm⁻⁴, or $m=0.652$ mg/cm². Readings come every 30 s with $\sigma=0.5$ µg/cm². Heating a coupon 1 mm thick from 295 to 1373 K thins the surrounding air and reduces its upthrust, which adds an apparent gain of 0.0470 mg/cm².

The ratio $y^2/t$ at the end is 4.88 U, 36% above $k_f$, because it includes the transient and the offset. The squared slope of $y$ against $\sqrt t$, fitted from 24 h, is 2.70 U, 25% below. The reason is that $dm/d\sqrt t=k_f\sqrt t/m$ in the steady stage, while the transient has made $m$ larger than $\sqrt{k_ft}$.

The late quadratic fit gives:

| start (h) | $1/c$ (U) | $m_v$ (mg/cm²) |
|---:|---:|---:|
| 4 | 3.452 ± 0.005 | 0.0682 |
| 10 | 3.593 ± 0.002 | 0.0480 |
| 24 | 3.604 ± 0.004 | 0.0464 |
| 40 | 3.602 ± 0.009 | 0.0467 |

The first value is 4% low, far outside its standard error, which does not cover a wrong model. From 24 h the result is stable. It is adopted as $k_f=3.604$ U, and multiplication by $10^{-6}/3600$ converts it to $1.00\times10^{-12}\ \mathrm{g^2\,cm^{-4}\,s^{-1}}$.

Moving windows with $w=0.05$ mg/cm² give the following values in U:

| $t$ (h) | true $k_p$ | $k_p$ from (6) | true (4) | fitted $1/c$ |
|---:|---:|---:|---:|---:|
| 0.32 | 31.29 | 31.25 | 24.09 | 21.7 ± 1.7 |
| 1.59 | 18.26 | 18.05 | 6.49 | 6.16 ± 0.19 |
| 3.28 | 9.90 | 9.56 | 1.93 | 1.84 ± 0.03 |
| 5.96 | 5.24 | 5.24 | 0.88 | 0.94 ± 0.01 |
| 9.38 | 3.90 | 3.98 | 1.34 | 1.37 ± 0.03 |
| 16.63 | 3.61 | 3.62 | 3.35 | 3.47 ± 0.19 |
| 66.96 | 3.60 | 3.61 | 3.60 | 3.63 ± 0.25 |

The true $k_p$ falls steadily to 3.6 U. The inverse coefficient dips to about a quarter of that value near 6 h and then recovers. Read as $k_p$, it would suggest a highly protective scale that later deteriorates, and no such scale is present in the model. At 16.6 h the true $k_p$ is only 0.2% above $k_f$, yet (4) is still 7% below it: this is the amplification described after (5).

The tangent values lie within 3.4% of the truth. They are low at 3.28 h and high at 9.38 h. This agrees with the sign of $\Delta b$ in (8), since $f'''=2\,dc/dm$ is positive before the peak of $c$ and negative after it. Near the peak $\delta w$ is about 1, so (8) is a guide to sign there and not a reliable magnitude. Smoothing of the peak by the window is also why the fitted value near 6 h is 0.94 and not 0.88 U: a noise-free fit with the same window gives 0.94 U too, and narrower windows approach 0.88 U.

## Relation to a real measurement, and limits

The parameters are rough values for an alumina-forming alloy near 1100 °C, where fast-growing metastable alumina can precede slow alpha alumina. A final constant of order $10^{-12}\ \mathrm{g^2\,cm^{-4}\,s^{-1}}$ is reasonable there, and the final gain corresponds to 3.5 µm of oxide. The exponential decay and its 2 h time constant are model choices; real transients depend on alloy, surface and gas. A real scale may also lack a steady stage, for example if its grains keep coarsening. If $k_p\propto t^{-q}$ with $0<q<1$ and $r=0$, then $m^2=k_pt/(1-q)$. Equation (5) becomes $-2q/(1-q)$, and $1/c=k_p(1-q)/(1+q)$. For $q=0.1$ this is 18% below $k_p$ at every time, and the vertex no longer gives the offset.

**Balance drift.** If the reading is $y=m+vt$ with drift rate $v$, then $dt/dy=t'/(1+vt')$, where $t'=dt/dm$. Differentiating with respect to $m$ and dividing by $dy/dm=1+vt'$ gives $t''/(1+vt')^3$. Thus $1/c$ is multiplied by $(1+vt')^3$. At $m=0.55$ mg/cm², $t'=306$ h cm²/mg, and a drift of 0.02 µg cm⁻² h⁻¹ raises $1/c$ by 1.8%. In the synthetic run it also lowers the $m_v$ fitted from 24 h by 0.005 mg/cm², which raises the earliest tangent value in the table by about 5%.

**Correlated noise.** If successive errors have correlation $\rho$, falling as $\rho^j$ over $j$ steps, and the memory is short compared with the window, the variance is multiplied by $1+2\sum_{j\ge1}\rho^j=(1+\rho)/(1-\rho)$. A memory of 5 min gives $\rho=e^{-0.1}$ and a spread 4.5 times larger, as trials confirmed. The 6.8% above becomes about 31%. The errors in the tables assume independence and would be too small by a factor of roughly 4 to 5 in most rows. The earliest window lasts some 20 min and is not long compared with the memory. There the true spread grows only about twofold, but the fit absorbs much of the slow noise and its residuals shrink, so the error from step 5 is still too small by a factor of about 4.

**Temperature.** For a rough activation energy of 400 kJ/mol, a constant error of 2 K changes $k_p$ by about 5%. A slow rise of 2 K during the run changes the late $1/c$ by about 12%, because (4) adds the effect of the rate of change to that of $k_p$ itself. The vertex suffers more: fitted from 24 h, it moves from 0.047 to 0.004 mg/cm², and (6) then overstates $k_p$ in the earliest window of the table by about 40%. The warning sign is a slow trend of $1/c$ with the starting time, here from 4.02 U at 24 h to 4.08 U at 40 h, which correlated noise can hide.

**Scale and alloy.** Loss of 1% of the final scale removes 14 µg/cm², 28 times the noise, so windows containing such a step must be rejected. The step also changes the offset $m_b$. A vertex found after the loss therefore cannot be used in (6) for windows before it, and adding back the lost mass does not repair it, because the loss also thins the scale. If the scale thins uniformly, the vertex falls only by the aluminium in the lost oxide, 7 of the 14 µg/cm²; adding back all 14 would lower the earliest tangent value in the table by 6%. If a patch is bared to the metal, its fast regrowth bends the later record, and the vertex depends on the starting time of the fit. A 1% pressure change shifts the reading by only 0.13 µg/cm², below the noise of one reading, but a slow swing does not average out as that noise does. If the pressure swings by 1% from peak to peak with a period of 24 h, $1/c$ in a window of 0.05 mg/cm² at $m=0.55$ mg/cm² can change by up to 20%, whereas the long fit from 24 h changes by about 0.2%. Oxidation uses 2% of the aluminium in an alloy with 10 wt% Al and density 7.5 g/cm³; the average reservoir is thus hardly changed, though this does not exclude local depletion beneath the scale. The numerical output lists the remaining windows.

## Values computed for the example and the checks

```
kp unit below: 1e-3 mg^2 cm^-4 h^-1 (called U)
kp initial, final: 36.00, 3.60 U; decay 2.0 h
noise 0.50 ug/cm^2; step 30 s; run 100 h
temperature 1373 K; coupon thickness 1.0 mm
buoyancy offset 0.0470 mg/cm^2; final true gain 0.6518 mg/cm^2
final oxide thickness 3.48 um
Late fit: start (h), 1/c (U), standard error (U), vertex (mg/cm^2)
    4  3.4515  0.0051  0.0682
   10  3.5930  0.0022  0.0480
   24  3.6038  0.0040  0.0464
   40  3.6022  0.0086  0.0467
adopted kp from 24 h: 1.001e-12 g^2 cm^-4 s^-1
m^2/t at the end: 4.878 U
squared slope of m against sqrt(t), from 24 h: 2.704 U
Moving window, width 0.050 mg/cm^2; columns:
  centre (mg/cm^2), t (h), kp true, kp tangent,
  1/c true local, 1/c fitted, its standard error (all U)
  0.150   0.315  31.285  31.252  24.089  21.674   1.697
  0.200   0.766  25.685  25.544  14.406  13.683   0.804
  0.250   1.587  18.255  18.050   6.492   6.163   0.190
  0.300   3.277   9.895   9.564   1.934   1.835   0.034
  0.335   5.964   5.242   5.243   0.880   0.942   0.011
  0.360   9.383   3.897   3.980   1.336   1.365   0.030
  0.400  16.628   3.608   3.621   3.353   3.472   0.192
  0.500  39.013   3.600   3.606   3.600   3.783   0.245
  0.600  66.960   3.600   3.606   3.600   3.631   0.249
lowest true local 1/c: 0.871 U at 6.33 h
Noise trials at true gain 0.55 mg/cm^2, 1500 pairs; columns:
  w (mg/cm^2), n, spread of c, formula, bias of c, formula, slope spread (%)
  0.05  1833 6.813 6.894 -0.895 -0.960 0.082
  0.10  3667 1.252 1.219 -0.239 -0.240 0.028
Window error at 2 h, w = 0.004 mg/cm^2: measured/formula
  slope 1.0001, curvature 1.0002
Series scale at 0.3 mg/cm^2: newest-layer k 5.207 U
  1/c 5.207 U, tangent 7.010 U
5 min noise memory: spread times 4.52, formula 4.47
balance drift 0.020 ug cm^-2 h^-1: 1/c shifts 1.84 %
  drift formula 1.84 %
2 K error, activation 400 kJ/mol: kp shifts 5.23 %
2 K slow rise over the run: late 1/c shifts 11.59 %
1 % pressure change: 0.129 ug/cm^2
loss of 1 % of the final scale: 13.85 ug/cm^2
Al used (alloy 7.5 g/cm^3, 10 wt% Al): 1.95 % of reservoir
```
